# Orbach Relaxation of Donor Spins Through Excited Valley-Orbit States in Silicon, part 1

(Sections cited here and not found follow in the second part.)

## From the six valleys to a spin flip

An electron bound to a phosphorus donor in silicon can keep its spin direction for a long time at low temperature. Near 10 K the relaxation time \(T_1\) shortens steeply on warming, and over a range of temperature the relaxation rate follows \(\exp(-E_a/kT)\). An energy \(E_a\) in such a law suggests that the electron must be lifted to some excited state before its spin can turn. Several energies are available. The donor has excited states about ten millielectronvolts above the ground state, at two different heights, and it loses its electron altogether at roughly 45 meV. The questions are which of these energies enters the rate, why a visit to that state turns the spin when the phonons themselves do not act on it, and how large the prefactor is.

The process considered here has two real steps. A phonon is absorbed and lifts the electron to an excited orbital level; later a phonon is emitted and the electron returns, possibly with its spin reversed. This is the Orbach process. It differs from the direct process, in which one phonon supplies just the Zeeman energy, and from the Raman process, in which a phonon is scattered through an excited state that is not reached in energy.

The conduction band of silicon has six minima, two on each cubic axis. A donor state built from the lowest envelope function in one minimum is written \(|{+i}\rangle\) or \(|{-i}\rangle\), with \(i=x,y,z\). In the effective-mass approximation the six states have one common energy, which is taken as zero. The short-range potential at the donor site couples them. The donor is substitutional, so its surroundings have tetrahedral symmetry, and this symmetry leaves two independent couplings: \(-v_1\) between opposite valleys and \(-v_2\) between valleys on different axes. Overlaps between valley states are neglected.

Let a state have amplitudes \(a_{\pm i}\). The eigenvalue equation for the amplitude in the valley \(+x\) is

\[
E\,a_{+x}=-v_1a_{-x}-v_2\,(a_{+y}+a_{-y}+a_{+z}+a_{-z}),
\]

and the other five follow by relabelling. If all amplitudes are equal, the right side is \(-(v_1+4v_2)\) times the amplitude. If \(a_{-x}=-a_{+x}\) and the rest vanish, it is \(+v_1a_{+x}\), and in the equations for the other axes the two contributions cancel. If opposite valleys have equal amplitudes \(c_x,c_y,c_z\) with \(c_x+c_y+c_z=0\), it is \(-v_1c_x-2v_2(c_y+c_z)=(-v_1+2v_2)c_x\). The three kinds of solution number one, three and two, and so exhaust the six states:

\[
E_{A_1}=-v_1-4v_2,\qquad E_{T_2}=v_1,\qquad E_E=-v_1+2v_2 .
\]

The subscripts are the names of the corresponding representations of the tetrahedral group. With \(v_1\) and \(v_2\) positive the singlet \(A_1\) lies lowest, and the two excitation energies are

\[
\Delta=E_{T_2}-E_{A_1}=2v_1+4v_2,\qquad
\Delta_E=E_E-E_{A_1}=6v_2 .
\]

The phrase "valley splitting" is therefore ambiguous for this donor until one says which excited level is meant. The difference \(\Delta_E-\Delta=2(v_2-v_1)\) is positive when \(v_2>v_1\), which is the order assumed below.

Spin must now be added. The Zeeman energy is \(zS_z\), with \(z=g\mu_BB\) and \(S_z=\pm\tfrac12\); spin operators are dimensionless here. The same \(g\) is taken in all orbital levels, so a Zeeman term alone leaves a spin along the field unchanged wherever the electron is. Something that joins spin to orbit is needed. The most general spin-orbit term within the six-valley set that is linear in spin is

\[
H_{so}=O_xS_x+O_yS_y+O_zS_z ,
\]

where the \(O_k\) are Hermitian operators on the orbital states. Two symmetries fix them almost completely.

The first is time reversal, which exchanges opposite valleys and takes complex conjugates of amplitudes. The \(A_1\) and \(E\) states, with real and equal amplitudes in opposite valleys, are unchanged by it. So are the \(T_2\) states if they are written as

\[
|t_i\rangle=\frac{|{+i}\rangle-|{-i}\rangle}{i\sqrt2},
\]

because the exchange of valleys and the conjugation of \(i\) each give a minus sign. In this real basis, time reversal of the orbital part is just complex conjugation. Since it reverses the spin, \(H_{so}\) is unchanged if each \(O_k\) changes sign, that is, if its matrix is imaginary. A Hermitian imaginary matrix is antisymmetric, so its diagonal elements vanish. There is then no spin-orbit term within the single \(A_1\) state.

The second symmetry is that of the site. Spin is an axial vector, and the \(O_k\) must transform in the same way. A half turn about \(z\) reverses \(t_x\), \(t_y\), \(O_x\) and \(O_y\), and leaves \(t_z\), \(O_z\), the \(A_1\) state and both \(E\) states unchanged. The half turns about \(x\) and \(y\) act correspondingly. A matrix element can differ from zero only if the three factors in it are together unchanged by every half turn. Between two \(E\) states, or between \(A_1\) and \(E\), the operator alone changes sign under some half turn, so these elements vanish. Between \(A_1\) and \(T_2\), the half turns permit only \(\langle A_1|O_k|t_k\rangle\). The reflection that exchanges \(x\) and \(y\) belongs to the tetrahedral group; it leaves \(t_z\) and \(A_1\) alone but reverses the axial component \(O_z\). Hence \(\langle A_1|O_z|t_z\rangle=0\), and the other two vanish by the threefold rotations.

Within \(T_2\) the half turns permit \(\langle t_i|O_k|t_j\rangle\) only when \(i,j,k\) are all different. The threefold rotations make the cyclic elements equal, and antisymmetry fixes the others. One real constant \(\lambda\) remains:

\[
\langle t_i|O_k|t_j\rangle=-i\lambda\,\epsilon_{kij}
\equiv\lambda\,(L_k)_{ij},\qquad
H_{so}=\lambda\,\mathbf L\cdot\mathbf S .
\]

The \(i\) that multiplies \(\lambda\) is the imaginary unit; the subscripts \(i\) label orbitals. The matrices \(L_k\) are those of an angular momentum of length one. For instance, \(L_zt_x=it_y\) and \(L_zt_y=-it_x\), so that \(t_x+it_y\) has \(L_z=+1\). This angular momentum is an effective one, a consequence of threefold degeneracy and not a statement that the electron circles the donor with one unit of \(\hbar\).

Elements of the type \(\langle E|O_k|t_k\rangle\) are also allowed. They connect levels separated by \(\Delta_E-\Delta\), and are left out for now on the condition that this separation is much larger than \(|\lambda|\); their size will be given for the example. Within the six-valley set, then, the ground state is unaffected by spin-orbit coupling, \(E\) is unaffected in first order, and \(T_2\) is where the spin can turn. Averaging three random antisymmetric matrices over the 24 operations of the group gives the same pattern numerically.

The next ingredient is the phonon that lifts the electron from \(A_1\) to \(T_2\). A long-wave strain shifts the energy of each valley, and shifts opposite valleys equally. If \(V_{\pm x}\) are the shifts, its matrix element between \(A_1\) and \(t_x\) is proportional to \(V_{+x}-V_{-x}\), which is zero. The same cancellation occurs for a phonon of shorter wavelength that keeps the electron in its valley, because opposite valleys have the same envelope density. Such phonons can reach \(E\), but not \(T_2\). A phonon that transfers the electron between valleys can reach \(T_2\). An operator \(F|{+x}\rangle\langle{-x}|\), for example, gives

\[
\langle A_1|F|{+x}\rangle\langle{-x}|t_x\rangle
=F\,\frac1{\sqrt6}\,\frac{i}{\sqrt2}=\frac{iF}{\sqrt{12}}\neq0 .
\]

The lattice must also have a mode that combines the required wavevector with the energy \(\Delta\). The strength of this coupling will be represented by one measurable quantity, the lifetime of \(T_2\).

The phonon coupling is taken to conserve spin. Since all orbital states are real, it may be written

\[
H_{ep}=\sum_iX_i\bigl(|t_i\rangle\langle A_1|+|A_1\rangle\langle t_i|\bigr),
\qquad
X_i=\sum_q\bigl(M_{iq}b_q+M_{iq}^*b_q^\dagger\bigr),
\]

where \(b_q\) removes a phonon from mode \(q\). Rates at resonance depend on the sums

\[
K_{ij}=\sum_qM_{iq}M_{jq}^*\,\delta(\hbar\omega_q-\Delta).
\]

A half turn about \(x\) reverses \(X_y\) but not \(X_x\), while the set of phonons is unchanged. Therefore \(K_{xy}=-K_{xy}=0\), and likewise for the other unequal pairs. The threefold rotations give \(K_{xx}=K_{yy}=K_{zz}=K\). The three channels are equal and independent.

Absorption removes one phonon from a mode that holds \(n\) on average, and the squared matrix element of \(b_q\) supplies the factor \(n\). Emission supplies \(n+1\). The golden rule then gives, for each orbital,

\[
\Gamma_{A_1\to t_i}=\gamma n,\qquad
\Gamma_{t_i\to A_1}=\gamma(n+1),\qquad
\gamma=\frac{2\pi}{\hbar}K,
\]

\[
n=\frac1{e^{\Delta/kT}-1}.
\]

The ratio of the rates, \(n/(n+1)=e^{-\Delta/kT}\), is the one required by thermal equilibrium. The golden rule requires \(\hbar\gamma\ll\Delta\). Using one value of \(n\) and one of \(\gamma\) for all spin states requires, in addition, that \(\hbar\gamma\), \(z\) and \(|\lambda|\) be much smaller than \(kT\), and that the phonon coupling vary little over these energies.

The spin state just after absorption matters. An amplitude to reach \(t_i\) by absorbing phonon \(q\) is proportional to \(M_{iq}\). When the unobserved phonon states are summed over, the orbital density matrix is proportional to \(K_{ij}=K\delta_{ij}\). The electron thus arrives in an equal mixture of the three orbitals with its spin untouched. An equal mixture has the same form in any orthonormal basis, including that of the states \(|m\rangle\) with \(L_z=m=1,0,-1\). Each \(m\) is entered at the rate \(\gamma n\).

Departure is equally simple. Write the excited state as \(\sum_i|t_i\rangle|\chi_i\rangle\), where the \(|\chi_i\rangle\) are unnormalized spin states. After emission, the sum over phonons leaves the spin density matrix \(\sum_i|\chi_i\rangle\langle\chi_i|\), again because \(K_{ij}\) is diagonal. The probability of finding spin down in \(A_1\) is therefore the total probability of spin down in \(T_2\) at the time of emission. The emission rate is the same for every orbital, so it does not depend on what the electron does during its stay.

What remains is the motion during the stay. With the field along \(z\), the Hamiltonian in \(T_2\), apart from the common energy, is

\[
H=zS_z+\lambda L_zS_z+\frac{\lambda}{2}\,(L_+S_-+L_-S_+),
\]

where \(L_\pm=L_x\pm iL_y\) and \(S_\pm=S_x\pm iS_y\). The last term follows from \(L_xS_x+L_yS_y=\tfrac12(L_+S_-+L_-S_+)\). Every term conserves \(L_z+S_z\). The states \(|1,\uparrow\rangle\) and \(|{-1},\downarrow\rangle\) have no partner with the same sum, and their spins do not turn. The other four form two pairs:

\[
|0,\uparrow\rangle\leftrightarrow|1,\downarrow\rangle,\qquad
|{-1},\uparrow\rangle\leftrightarrow|0,\downarrow\rangle .
\]

For an angular momentum of length one, \(L_+|0\rangle=\sqrt2\,|1\rangle\) and \(L_+|{-1}\rangle=\sqrt2\,|0\rangle\). In both pairs the coupling is therefore \(V=(\lambda/2)\sqrt2=\lambda/\sqrt2\). The first pair has diagonal energies \(z/2\) and \(-z/2-\lambda/2\). The second has \(z/2-\lambda/2\) and \(-z/2\). Their differences, spin up minus spin down, are

\[
D_+=z+\frac\lambda2,\qquad D_-=z-\frac\lambda2 .
\]

Measured from the mean energy of its pair, each two-level Hamiltonian is

\[
h=\begin{pmatrix}D/2&V\\V&-D/2\end{pmatrix},\qquad
h^2=\frac{\Omega^2}{4}\,\mathbf 1,\qquad
\Omega^2=D^2+4V^2=D^2+2\lambda^2 .
\]

Because \(h^2\) is a multiple of the unit matrix, the power series of the evolution operator separates into even and odd parts:

\[
e^{-iht/\hbar}=\cos\frac{\Omega t}{2\hbar}
-\frac{2ih}{\Omega}\sin\frac{\Omega t}{2\hbar}.
\]

Its off-diagonal element has modulus \((2V/\Omega)|\sin(\Omega t/2\hbar)|\). The probability that the spin is reversed after a stay of length \(t\) is the square,

\[
P(t)=\frac{4V^2}{\Omega^2}\sin^2\frac{\Omega t}{2\hbar}
=\frac{2\lambda^2}{\Omega^2}\sin^2\frac{\Omega t}{2\hbar}.
\]

The spin turns by exchanging one unit of angular momentum with the orbital motion. A phonon later ends the stay and carries the energy away, and with it the information about which orbital had been occupied.

Within the six-valley model, with the coupling between \(T_2\) and \(E\) left out, the spin can turn only while the electron is in \(T_2\), and \(P(t)\) gives the probability that it is reversed after a stay of length \(t\). It remains to average over the random lengths of the stays and to find the relaxation rate, its prefactor and its activation energy.
